# Quantum capacitance and Luttinger parameter of a gated metallic nanotube

**Question**

I am working on a problem about a metallic single-wall carbon nanotube inside a coaxial gate. The first part asks me to show that the quantum capacitance per unit length is $4e^2/(\pi\hbar v)$, about 0.4 fF per micrometre. I take four channels (two valleys, two spins) and a density of states $1/(2\pi\hbar v)$ for each, which gives $2e^2/(\pi\hbar v)$, half of what is wanted.

The second part asks me to combine this with the geometric capacitance to obtain the Luttinger parameter $g$. Here I am stuck. I can put two capacitors in series, but $g$ appears in a Hamiltonian for density waves, and I don't see why a static capacitance should determine it. Where is my factor of two, and how does $g$ come out?

**Answer**

Your factor of two is the direction of motion. Each channel has a right-moving and a left-moving branch, and $1/(2\pi\hbar v)$ belongs to one branch. The capacitances determine $g$ because they fix the energy cost of a density change, while the cost of a current is left alone by the interaction.

I use SI units, $e>0$, and capacitances per unit length. The Fermi level lies in the linear bands, and the interaction is the long-range density-density part, equal for all channels. Exchange, backscattering, umklapp processes and small curvature gaps are left out. So is the magnetic energy of the current, which in the example below is only about $2\times10^{-4}$ of the band energy of that current.

**Counting the states**

In a tube of length $L$ with periodic ends, the allowed wave numbers are spaced by $2\pi/L$. On one branch the energy changes by $\hbar v\,|\delta k|$, so raising the filling level by $\mu$ fills a range $\mu/(\hbar v)$ and adds

$$
\frac{\delta N}{L}=\frac{1}{2\pi}\frac{\mu}{\hbar v}
$$

electrons per length. With 2 valleys, 2 spins and 2 directions there are eight branches:

$$
n=\frac{8\mu}{2\pi\hbar v}=D\mu,\qquad D=\frac{4}{\pi\hbar v}.
$$

The band energy per length of the added electrons is

$$
\int_0^n \mu(n')\,dn'=\int_0^n\frac{n'}{D}\,dn'=\frac{n^2}{2D}.
$$

A capacitor holding charge $en$ per length stores $(en)^2/(2C_Q)$. Equating the two gives

$$
C_Q=e^2D=\frac{4e^2}{\pi\hbar v}.
$$

For $v=8.0\times10^5$ m/s,

$$
C_Q=\frac{4(1.602\times10^{-19}\,\mathrm{C})^2}{\pi(1.055\times10^{-34}\,\mathrm{J\,s})(8.0\times10^5\,\mathrm{m/s})}
=3.87\times10^{-10}\ \mathrm{F/m},
$$

which is 0.387 fF/µm. The quoted 0.4 fF/µm therefore assumes a velocity near this value.

The count needs the filling level to lie below the next subband edge by many times $k_BT$. Around a tube of radius $R$ the transverse wave number changes in steps of $1/R$, so that edge lies near $\hbar v/R$, or 0.527 eV for $R=1$ nm.

**The geometric capacitance**

Let the tube carry charge $\lambda$ per length, with the gate at radius $R_s$ and a uniform dielectric of permittivity $\varepsilon$ between them. Gauss's law on a cylinder of radius $r$ and length $\ell$ reads $\varepsilon E(r)\,2\pi r\ell=\lambda\ell$. The potential difference is then

$$
\int_R^{R_s}\frac{\lambda}{2\pi\varepsilon r}\,dr=\frac{\lambda}{2\pi\varepsilon}\ln\frac{R_s}{R},
\qquad\text{so}\qquad
C_G=\frac{2\pi\varepsilon}{\ln(R_s/R)}.
$$

With $R=1$ nm, $R_s=100$ nm and relative permittivity 2, the logarithm is 4.605 and $C_G=24.16$ aF/µm.

**Why the two are in series**

Connect the tube to a grounded contact and put the gate at voltage $V$, measured from the value at which the tube is neutral. Let $\phi$ be the electrostatic potential of the tube, measured from its value in that neutral state; this removes any constant offset from work-function differences. Equilibrium with the contact requires $\mu-e\phi=0$, because an electron has potential energy $-e\phi$. The gate carries the opposite charge $+en$, so $V-\phi=en/C_G$. Eliminating $\phi$,

$$
eV=\mu+\frac{e^2n}{C_G}=\frac{e^2n}{C_Q}+\frac{e^2n}{C_G}.
$$

Division by $e^2n$ gives $V/(en)=1/C$, with

$$
\frac1C=\frac1{C_Q}+\frac1{C_G}.
$$

Here $C=22.74$ aF/µm, only slightly below $C_G$: the smaller capacitance dominates. For a band filling of 0.100 eV the tube holds $n=0.242$ added electrons per nm. Since $C_Q/C_G=387.4/24.16=16.03$, the gate voltage is

$$
V=\frac{\mu}{e}\left(1+\frac{C_Q}{C_G}\right)=0.100\,\mathrm{V}\times17.03=1.703\ \mathrm{V}.
$$

Most of the gate voltage charges the geometric capacitor, and about one part in seventeen fills the bands. The field in the dielectric is strongest at the tube wall, where it reaches $en/(2\pi\varepsilon R)=0.35$ V/nm. In a real device, breakdown or charge injection into the dielectric may limit the filling before this value is reached.

**From capacitance to the Luttinger parameter**

Label the branches by direction $s=\pm1$ and channel $a=1,\dots,4$, and let $\rho_{s,a}$ be the added density on each. If a Fermi point shifts so that $|\rho|=|\delta k|/(2\pi)$, the energy per length is

$$
\int_0^{|\delta k|}\hbar v k'\,\frac{dk'}{2\pi}=\frac{\hbar v\,(\delta k)^2}{4\pi}=\pi\hbar v\,\rho^2 .
$$

Define the total density and the difference between right and left movers:

$$
n=\sum_{s,a}\rho_{s,a},\qquad m=\sum_{s,a}s\,\rho_{s,a}.
$$

The part of the motion in which all channels act alike has $\rho_{s,a}=(n+sm)/8$. What remains has zero sum in each direction, so it adds no cross term to the sum of squares. The energy of the common part is

$$
\pi\hbar v\cdot4\,\frac{(n+m)^2+(n-m)^2}{64}=\frac{\pi\hbar v}{8}\,(n^2+m^2).
$$

Its $n^2$ term is $n^2/(2D)$, the quantum-capacitance energy found above.

For density waves much longer than $R_s$, the electrostatic energy is $e^2n^2/(2C_G)=Un^2/2$, with $U=e^2/C_G$. Write it with the same prefactor:

$$
\frac{U}{2}n^2=\frac{\pi\hbar v}{8}\,x\,n^2,\qquad
x=\frac{4U}{\pi\hbar v}=\frac{4e^2}{\pi\hbar v\,C_G}=\frac{C_Q}{C_G}.
$$

The charge Hamiltonian is therefore

$$
H_c=\frac{\pi\hbar v}{8}\int dx'\left[(1+x)\,n^2+m^2\right],
$$

where $x'$ is the position along the tube. The Luttinger parameter $g$ and the charge velocity $v_c$ are defined by the form

$$
H_c=\frac{\pi\hbar v_c}{8}\int dx'\left[\frac{n^2}{g}+g\,m^2\right].
$$

Comparing coefficients gives $v_c/g=v(1+x)$ and $v_cg=v$. Dividing the second by the first,

$$
g^2=\frac{1}{1+x},\qquad
g=\left(1+\frac{C_Q}{C_G}\right)^{-1/2},\qquad v_c=\frac vg .
$$

Equivalently $g^2=C/C_Q$: the square of $g$ is the factor by which the interaction reduces the charge response of the tube. For the coaxial gate,

$$
g=\left[1+\frac{2e^2}{\pi^2\varepsilon\hbar v}\ln\frac{R_s}{R}\right]^{-1/2}.
$$

The example gives $g=17.03^{-1/2}=0.242$ and $v_c=3.30\times10^6$ m/s.

**Checking that $v_c$ is a wave speed**

The velocity can also be found from the equations of motion. An added electron has potential energy $Un$ and feels the force $F=-U\,\partial_{x'}n$. A Fermi point moves according to

$$
\partial_t\delta k+sv\,\partial_{x'}\delta k=F/\hbar .
$$

On a right-moving branch the occupied states lie below the Fermi point in $k$, and on a left-moving branch above it, so $\rho_{s,a}=s\,\delta k/(2\pi)$. Hence

$$
\partial_t\rho_{s,a}=-s\,\partial_{x'}\left[v\rho_{s,a}+\frac{U}{2\pi\hbar}\,n\right].
$$

Summing over the eight branches, the force terms cancel because $\sum s=0$. Multiplying by $s$ before summing, they add because $s^2=1$:

$$
\partial_tn=-v\,\partial_{x'}m,\qquad
\partial_tm=-\left(v+\frac{8U}{2\pi\hbar}\right)\partial_{x'}n=-v(1+x)\,\partial_{x'}n .
$$

Differentiating the first equation in time and inserting the second gives

$$
\partial_t^2n=v^2(1+x)\,\partial_{x'}^2n,
$$

a wave of speed $v\sqrt{1+x}=v/g$, as before.

The difference of two densities with the same direction, such as $\rho_{+,1}-\rho_{+,2}$, contains no force term and moves at $v$. There are three independent differences in each direction. These neutral modes keep $g=1$, so the small $g$ describes total charge and not spin or valley imbalance.

A separate test located the plasmon from a sum over discrete electron momenta, for four copies of a cosine band with the same $x$. It gave a speed of $4.127\,v$, in agreement with $1/g=4.127$.

**What $g$ measures**

At one wave number, $H_c$ is a harmonic oscillator with $n$ and $m$ as conjugate variables. In its ground state the two energy terms are equal on average, so $(1+x)\langle n^2\rangle=\langle m^2\rangle$. In this state the product $\langle n^2\rangle\langle m^2\rangle$ takes the minimum value set by the commutator, which the interaction does not change. Therefore

$$
\frac{\langle n^2\rangle}{\langle n^2\rangle_{\rm free}}=\frac1{\sqrt{1+x}}=g .
$$

Repulsion makes the electron liquid stiff and suppresses its density fluctuations, at zero temperature to 24% of the free value in this example. Direct diagonalization of the boson Hamiltonian confirms this ground-state ratio.

At a temperature with $k_BT\gg\hbar v_cq$, the fluctuations are thermal instead. Each energy term then has the same average with and without the interaction, so the ratio becomes $1/(1+x)=g^2$, here 5.9%.

**Limits and failures**

If $C_G\gg C_Q$, the gate screens the interaction and $g\to1$. For the tube and dielectric of the example this is only a formal limit: even $C_G=C_Q$ would require a gap of 0.33 nm between tube and gate, about the size of an atom. If $C_G\ll C_Q$, then $g\approx\sqrt{C_G/C_Q}$. In the example this gives 0.250, about 3% above the full result. For a distant gate, $R_s\gg R$, the logarithm in $C_G$ changes little when $R_s$ changes by a moderate factor, so $g$ then depends only weakly on the gate radius.

The constant $C_G$ requires $qR_s\ll1$ for a density wave of wave number $q$. For shorter waves, neighbouring regions of opposite charge cancel each other's field before it reaches the gate. Solving the Poisson equation for a charge wave, with the dielectric also filling the inside of the tube, gives 24.17 aF/µm at $qR_s=0.1$, but 45.73 aF/µm at $qR_s=10$. Inserting the latter value gives $g=0.325$. A rough estimate for $R\ll1/q\ll R_s$ replaces $R_s$ by $1/q$ in the logarithm. Without a gate, $g$ therefore has no single long-wave value but drifts slowly with scale.

The four-channel formula for $C_Q$ fails when another subband is reached. In a nearest-neighbour tight-binding model of a (10,10) tube, the next edge lies at 0.309 of the hopping energy, against 0.314 from $\hbar v/R$. With $k_BT$ equal to 0.01 of the hopping energy, the thermally averaged density of states at a filling level of 0.05 of the hopping energy agrees with $4/(\pi\hbar v)$ to about 0.1%. At 0.40 it is 4.27 times the formula value. Two further subbands in each valley triple the number of Fermi points, and electrons near the new subband edges are slow, which raises the density of states further. There $C_Q$ must be computed from the actual density of states, and the four-channel formula for $g$ no longer applies.

The numerical output below lists the main values used here.

## Numbers as computed

```
WORKED EXAMPLE
band velocity v = 8.00e+05 m/s
tube radius R = 1.0 nm
gate radius R_s = 100.0 nm
relative permittivity = 2.0
ln(R_s/R) = 4.6052
quantum capacitance C_Q = 387.4 aF/um
quantum capacitance C_Q = 0.387 fF/um
geometric capacitance C_G = 24.16 aF/um
series capacitance C = 22.74 aF/um
ratio C_Q/C_G = 16.034
Luttinger parameter g = 0.2423
charge velocity v/g = 3.302e+06 m/s
subband edge estimate hbar v/R = 0.527 eV
band filling mu = 0.100 eV
added electrons = 0.2418 per nm
gate voltage V = 1.703 V
TIGHT-BINDING (10,10) TUBE, hopping = period = hbar = 1
thermal energy kT = 0.010 hopping
velocity from levels = 0.86603
density of states formula 4/(pi v) = 1.47021
density of states at 0.05 hopping = 1.47160
density of states at 0.40 hopping = 6.27275
ratio to formula at 0.40 hopping = 4.267
next subband edge = 0.3090 hopping
estimate v/R = 0.3142 hopping
self-consistent C/C_Q = 0.05871
formula g^2 = 0.05870
POISSON EQUATION ON A GRID
C_G at q R_s = 0.1: 24.17 aF/um
C_G at q R_s = 10: 45.73 aF/um
g with C_G at q R_s = 10: 0.3249
CHARGE MODE
formula 1/g = 4.1273
Lindhard plasmon speed / v = 4.1271
coupled branches, largest speed / v = 4.1273
coupled branches, neutral speed / v = 1.0000
boson excitation energy / (hbar v q) = 4.1273
density fluctuation / free value = 0.2423
```
